# Spectra from Real-Time Propagation After a Delta Kick

## Definitions and conventions

Hartree atomic units are used throughout: energies and angular frequencies are in hartree, lengths in bohr. A system of \(N\) electrons has a time-independent Hamiltonian \(H\) and starts in its ground state \(|0\rangle\), taken non-degenerate and real. Let \(X=\sum_i x_i\) and \(P=\sum_i p_i\). At \(t=0\) the system receives the impulse \(-kX\delta(t)\), which pushes every electron towards positive \(x\) with momentum \(k\). The recorded signal is

\[
d(t)=\langle X\rangle(t)-\langle X\rangle(0).
\]

A record of length \(T\) is multiplied by a window \(w(t)\) with \(w(0)=1\). From it one forms

\[
A(\omega)=\frac1k\int_0^T w(t)\,d(t)\sin\omega t\,dt,\qquad
S(\omega)=\frac{2\omega}{\pi}A(\omega).
\]

For a weak kick, \(A\) is the broadened absorptive part of the polarizability and \(S\) the broadened oscillator-strength density. The excitation frequencies are \(\omega_n=E_n-E_0\), and the strengths for polarization along \(x\) are \(f_n=2\omega_n|X_{n0}|^2\), with \(X_{n0}=\langle n|X|0\rangle\).

## One oscillator by hand

Take one electron with \(H=p^2/2+\omega_0^2x^2/2\). The kick leaves its mean position at zero and gives it mean momentum \(k\). Since the force is linear, the mean position obeys \(\ddot d=-\omega_0^2d\), with \(d(0)=0\) and \(\dot d(0^+)=k\). Hence

\[
d(t)=\frac{k}{\omega_0}\sin\omega_0t .
\]

Insert this into \(A\) and use \(2\sin a\sin b=\cos(a-b)-\cos(a+b)\):

\[
A(\omega)=\frac{1}{2\omega_0}\int_0^Tw(t)\left[\cos(\omega-\omega_0)t-\cos(\omega+\omega_0)t\right]dt .
\]

It is useful to name the window's transform,

\[
L(\Omega)=\frac1\pi\int_0^Tw(t)\cos\Omega t\,dt .
\]

Then

\[
S(\omega)=\frac{\omega}{\omega_0}\left[L(\omega-\omega_0)-L(\omega+\omega_0)\right].
\]

The oscillator supplies the position of the line, and the window supplies its shape. The second term comes from the negative-frequency half of the sine; it is small near the line when the width of \(L\) is much less than \(\omega_0\), which requires \(\omega_0T\gg1\) and, for the damping window below, also \(\gamma\ll\omega_0\).

**No window.** With \(w=1\) up to \(T\),

\[
L(\Omega)=\frac{\sin\Omega T}{\pi\Omega}.
\]

Half height requires \(\sin y/y=1/2\) with \(y=\Omega T\). Solving this numerically and doubling the root gives a full width at half maximum (FWHM) of \(3.791/T\). The line is narrow, but the abrupt end of the record produces negative lobes that fall only as \(1/\Omega\).

**Hann window.** Choose \(w=\cos^2(\pi t/2T)=\tfrac12+\tfrac12\cos(bt)\), with \(b=\pi/T\). The product with \(\cos\Omega t\) is

\[
\tfrac12\cos\Omega t+\tfrac14\cos(\Omega+b)t+\tfrac14\cos(\Omega-b)t .
\]

Because \(bT=\pi\), \(\sin[(\Omega\pm b)T]=-\sin\Omega T\). Integration therefore gives

\[
\begin{aligned}
L(\Omega)&=\frac{\sin\Omega T}{\pi}\left[\frac1{2\Omega}-\frac1{4(\Omega+b)}-\frac1{4(\Omega-b)}\right]\\
&=\frac{\sin\Omega T}{2\pi}\,\frac{b^2}{\Omega(b^2-\Omega^2)} .
\end{aligned}
\]

The second line follows from \(1/(\Omega+b)+1/(\Omega-b)=2\Omega/(\Omega^2-b^2)\). The limit at zero is \(L(0)=T/2\pi\). At \(\Omega=b\), the original integral contains one constant cosine, of weight \(1/4\), and its other terms integrate to zero. Thus \(L(b)=T/4\pi=L(0)/2\). The function decreases from the centre to its first zero at \(2b\), so the half-height points are \(\pm b\) and

\[
\mathrm{FWHM}=2b=\frac{2\pi}{T}.
\]

The Hann line is wider than the unwindowed one, but its distant lobes fall as \(1/\Omega^3\).

**What resolution means.** Consider two equal Hann lines. If their separation is \(2\pi/T\), each contributes half its peak height at the midpoint, for a total of \(L(0)\). At either line centre the other line is at its first zero, so the total there is also \(L(0)\). Halfway between a centre and the midpoint, the formula for \(L\) gives \(L(b/2)+L(3b/2)=\left(\tfrac{8}{3\pi}+\tfrac{8}{15\pi}\right)L(0)=\tfrac{16}{5\pi}L(0)\approx1.019\,L(0)\). The pair thus forms a nearly flat top, with a dip of only about 2% at the midpoint. If the separation is \(4\pi/T\), both lines vanish at the midpoint and the pair is clearly divided. The scale \(2\pi/T\) is therefore a practical resolution; the least separation showing a minimum also depends on the window and on the relative strengths.

**Damping.** Multiplication by \(w=e^{-\gamma t}\) gives, on writing the cosine as the real part of \(e^{i\Omega t}\),

\[
L(\Omega)=\frac1\pi\operatorname{Re}\frac{1-e^{-(\gamma-i\Omega)T}}{\gamma-i\Omega}.
\]

When \(\gamma T\gg1\) the exponential in the numerator can be dropped, leaving

\[
L(\Omega)=\frac1\pi\frac{\gamma}{\gamma^2+\Omega^2},\qquad \mathrm{FWHM}=2\gamma .
\]

When \(\gamma T\ll1\), the result returns to the unwindowed line, whose width is set by \(T\). A damping constant inserted in this way is a choice of broadening. It does not predict a radiative or collisional lifetime.

## The general kicked system

Replace the delta function by a pulse of height \(1/\epsilon\) and duration \(\epsilon\). During it, the phase produced by \(H\) vanishes with \(\epsilon\), while the phase produced by \(kX/\epsilon\) remains finite. In the limit,

\[
|\psi(0^+)\rangle=e^{ikX}|0\rangle .
\]

This is a position-dependent phase, so the density has not yet changed. Expand to first order in \(k\) and propagate each eigenstate:

\[
|\psi(t)\rangle=e^{-iE_0t}\left[(1+ikX_{00})|0\rangle
+ik\sum_{n>0}X_{n0}e^{-i\omega_nt}|n\rangle\right]+O(k^2).
\]

In \(\langle X\rangle\), the term \(ikX_{00}\) cancels against its conjugate at first order. The cross terms between \(|0\rangle\) and \(|n\rangle\) give

\[
\begin{aligned}
d(t)&=2\operatorname{Re}\left[ik\sum_{n>0}|X_{n0}|^2e^{-i\omega_nt}\right]+O(k^2)\\
&=2k\sum_{n>0}|X_{n0}|^2\sin\omega_nt+O(k^2),
\end{aligned}
\]

because \(\operatorname{Re}(ie^{-i\theta})=\sin\theta\). Each term is an oscillator signal. Since \(2|X_{n0}|^2=f_n/\omega_n\), repeating the oscillator calculation term by term gives, to leading order in \(k\),

\[
S(\omega)=\omega\sum_{n>0}\frac{f_n}{\omega_n}
\left[L(\omega-\omega_n)-L(\omega+\omega_n)\right].
\]

For an isolated line, the strength follows from its height:

\[
f_n\simeq\frac{2\omega_n}{\pi}\frac{A(\omega_n)}{L(0)} .
\]

With a smooth window such as Hann's, the centre should be read from \(A\), not from \(S\). Near the maximum of an isolated line,

\[
A\simeq A_0\left[1-\tfrac12m(\omega-\omega_n)^2\right],\qquad
m=\frac{\int_0^Tt^2w\,dt}{\int_0^Tw\,dt}.
\]

Setting the derivative of \(\omega A\) to zero gives a displacement of about \(1/(m\omega_n)\) to higher frequency. Without a window, the term \(L(\omega+\omega_n)\) also moves the maximum of \(A\), by up to about half this amount. For the Hann window, \(\int_0^T t^2\cos(bt)\,dt=-2T^3/\pi^2\), so \(m=T^2(1/3-2/\pi^2)=0.1307\,T^2\).

## The f-sum and what it verifies

Assume now that all potentials and interactions are local in position. They then commute with \(X\), and only the kinetic energy contributes to the velocity:

\[
\dot d=i\langle[H,X]\rangle=\langle P\rangle .
\]

The kick shifts each momentum, \(e^{-ikX}p_ie^{ikX}=p_i+k\). A real ground state has \(\langle P\rangle=0\), so

\[
\dot d(0^+)=Nk .
\]

The kinetic energy changes by \(k\langle P\rangle+Nk^2/2=Nk^2/2\). Neither result required a small kick. A nonlocal potential \(V_{\rm nl}\) would add \(i[V_{\rm nl},X]\) to the velocity, and the initial slope would have to be recalculated.

Let \(g(t)=w(t)d(t)\), with a window that reaches zero at \(T\). Inverting its sine transform gives

\[
g(t)=\frac{2k}{\pi}\int_0^\infty A(\omega)\sin\omega t\,d\omega .
\]

Differentiate and let \(t\to0^+\). On the right, \(2\omega A/\pi\) is \(S\). On the left, \(g'(0^+)=w'(0)d(0)+w(0)\dot d(0^+)=Nk\), since \(d(0)=0\). Therefore

\[
\int_0^\infty S(\omega)\,d\omega=N .
\]

For a weak kick this is \(\sum_nf_n=N\). It tests the normalization, the factors of \(2\) and \(\pi\), and the completeness of the frequency range. It does not test linearity, because the initial slope is \(Nk\) for any \(k\).

Exponential damping leaves the full integral unchanged in the limit \(\gamma T\gg1\), but it sends strength to high frequency. Three integrations by parts, with the end of the record negligible, give

\[
\int_0^\infty g\sin\omega t\,dt\simeq\frac{g(0)}{\omega}-\frac{g''(0^+)}{\omega^3}.
\]

Here \(g(0)=0\) and \(g''=w''d+2w'\dot d+w\ddot d\). The first term vanishes at \(0^+\). The last vanishes too: \(\ddot d\) is the mean force, which depends on the unchanged density and is zero in a stationary state. Thus \(g''(0^+)=-2\gamma Nk\), and

\[
A\simeq\frac{2\gamma N}{\omega^3},\qquad
S\simeq\frac{4\gamma N}{\pi\omega^2}.
\]

The condition on the end of the record is strict here: the cut at \(T\) leaves the boundary terms \(-g(T)\cos\omega T/\omega+g'(T)\sin\omega T/\omega^2\). They add to \(S\) a ripple of amplitude about \((2/\pi k)\sqrt{g(T)^2+g'(T)^2/\omega^2}\), which at high frequency tends to \(2e^{-\gamma T}|d(T)|/(\pi k)\) and falls no further, though it largely averages out in the integral. Apart from this ripple, stopping the integral at a high cutoff \(\Omega_c\) loses

\[
\int_{\Omega_c}^{\infty}\frac{4\gamma N}{\pi\omega^2}d\omega
=\frac{4\gamma N}{\pi\Omega_c}.
\]

The Hann window has \(w'(0)=0\) and avoids this steady tail. Its end, where \(g''(T)=\pi^2d(T)/2T^2\), leaves an oscillating term in \(S\) whose amplitude tends to \(\pi|d(T)|/(kT^2\omega^2)\) at high frequency and which largely averages out in the integral. With no window, a nonzero \(d(T)\) makes \(S\) oscillate at high frequency without decaying, so the cut-off integral keeps a ripple.

## How strong may the kick be?

For one electron in one dimension, in a potential symmetric under inversion, let state 1 be the first excited state, which is odd. The kicked state has amplitudes

\[
c_0=\langle0|\cos kx|0\rangle,\qquad
\langle1|e^{ikx}|0\rangle=is_1,\quad s_1=\langle1|\sin kx|0\rangle .
\]

The contribution of the pair \((0,1)\) to \(d\) is \(2c_0s_1x_{10}\sin\omega_1t\). Its linear form is \(2kx_{10}^2\sin\omega_1t\). Their ratio is

\[
r(k)=\frac{c_0s_1}{kx_{10}} .
\]

Now use \(c_0=1-k^2\langle x^2\rangle/2+O(k^4)\) and \(s_1=kx_{10}-k^3\langle1|x^3|0\rangle/6+O(k^5)\):

\[
r(k)=1-Ck^2+O(k^4),\qquad
C=\frac{\langle x^2\rangle}{2}+\frac{\langle1|x^3|0\rangle}{6x_{10}} .
\]

This describes the apparent strength if no other pair of populated states has a transition frequency within the line width of \(\omega_1\). The harmonic oscillator violates that condition: all its neighbouring levels have spacing \(\omega_0\), and the other pairs restore the signal that the pair \((0,1)\) loses. That is why its \(d(t)\) was linear for every \(k\).

Inversion maps \(d(t;k)\) to \(-d(t;-k)\), so in a symmetric system \(d\) is odd in \(k\), and its relative error starts at \(k^2\). Without inversion symmetry a \(k^2\) term is allowed in \(d\), and the relative error starts at order \(k\). The combination

\[
d_{\rm odd}(t)=\tfrac12[d(t;k)-d(t;-k)]
\]

removes every even term, including any numerical drift present at \(k=0\), and restores a relative error of order \(k^2\).

## Propagating a one-dimensional atom

Consider one electron in \(V(x)=-1/\sqrt{x^2+2}\), between hard walls at \(\pm100\) bohr, with grid spacing 0.4 bohr. This is a model with a Rydberg series and a continuum, without electron interaction. One step of duration \(\Delta t\) is

\[
e^{-iV\Delta t/2}\,e^{-ip^2\Delta t/2}\,e^{-iV\Delta t/2},
\]

where the kinetic factor is applied after a sine transform. The main run has \(k=0.001\), \(\Delta t=0.08\) and \(T=800\) atomic units of time, or 19.35 fs. Diagonalizing the same grid Hamiltonian supplies stationary reference values: \(E_0=-0.5000\), \(\omega_1=0.2670967\) hartree (7.268 eV) and \(f_1=0.9022\).

**Width and centre.** The Hann formula gives \(2\pi/800=0.007854\) hartree. The first line in the propagated spectrum has this width, equal to 0.214 eV. Records of 400 and 200 give 0.015708 and 0.031415 hartree: halving the time doubles the width. The maximum of \(A\) from the longest record lies at 0.2670945 hartree, only \(2.2\times10^{-6}\) below the reference. An isolated line in a noise-free signal can thus be located far more finely than its width. Had \(S\) been used, the maximum would have moved by about

\[
\frac1{0.1307\times800^2\times0.2671}=4.5\times10^{-5}\ \text{hartree},
\]

some twenty times the actual error. The peak height gives \(f_1=0.9022\), as does diagonalization.

**Time step.** The symmetric splitting has a frequency error of order \(\Delta t^2\). With \(T=400\), the centres for \(\Delta t=0.16\), 0.08 and 0.04 are 0.26708789, 0.26709447 and 0.26709611 hartree. The successive changes, \(6.58\times10^{-6}\) and \(1.64\times10^{-6}\), have a ratio close to 4. Removing the quadratic error from the last two values gives

\[
0.26709611+\frac{0.26709611-0.26709447}{3}=0.26709666,
\]

in agreement with the reference. A longer record narrows the line but does not cure this shift.

**Window and damping.** Without a window the width at \(T=800\) is 0.00474 hartree, but the first lobes beside the line reach \(-21\%\) of the peak on the high-frequency side and \(-22\%\) on the low-frequency side. For the Hann window they reach \(-2.7\%\). Damping with \(\gamma=0.01\) gives a width of 0.0200 hartree, as \(2\gamma\) requires; here \(\gamma T=8\), so the record's end hardly affects the width. The price is a line about 2.5 times as wide as the Hann line from the same record.

**Two Rydberg lines.** Two neighbouring allowed lines lie at 0.415222 and 0.457181 hartree, with strengths 0.0383 and 0.0095. Their gap is 0.041959 hartree. At \(T=74.9\) the Hann width is twice the gap, and \(A\) has no minimum between them. At \(T=299.5\) the width is half the gap, and one minimum appears. Appending zeros to the shorter record would evaluate the same integral at more frequencies, without separating the lines.

## Reading the sum and the kick strength

Diagonalization gives \(\sum_nf_n=1.0000\), of which about 0.96 belongs to states below the ionization threshold and about 0.04 to the discretized continuum. Integrating the Hann spectrum up to 10 hartree gives 1.000103. With \(\gamma=0.01\) the result is 0.998828. The difference, 0.001275, is close to the predicted tail

\[
\frac{4\times0.01}{\pi\times10}=0.001273 .
\]

The small excess over one in the Hann result has its origin in the time step. In the first step the symmetric potential exerts no mean force on the unchanged density, and the free drift moves the electron by \(d(\Delta t)=k\Delta t\). The sampled signal is a sum of sines, so

\[
\Delta t=\sum_n\frac{f_n}{\omega_n}\sin\omega_n\Delta t
\simeq\Delta t\left[\sum_nf_n-\frac{\Delta t^2}{6}\sum_nf_n\omega_n^2\right],
\]

where \(f_n\) and \(\omega_n\) are those of the split-step propagation. The recovered sum is therefore \(1+(\Delta t^2/6)\sum_nf_n\omega_n^2\). The first line and the Rydberg pair contribute \(0.0644+0.0066+0.0020=0.0730\) to the last sum. Multiplied by \(0.08^2/6=0.001067\), this accounts for \(0.78\times10^{-4}\) of the excess \(1.03\times10^{-4}\). The remaining states add further positive terms.

Now compare kicks. Evaluating the matrix elements gives \(C=2.271\) bohr\(^2\). At \(k=0.1\), the quadratic estimate of the first line's apparent strength is \(1-0.0227=0.9773\) of its weak-kick value; the propagated ratio is 0.9777. To keep the loss near one part in a thousand, one needs

\[
k\simeq\sqrt{0.001/2.271}=0.021\ \text{bohr}^{-1}.
\]

At \(k=0.5\), the quadratic estimate, 0.432, is no longer useful. The full pair formula gives \(r=0.578\), and propagation gives 0.580. The small remainder may come from transitions between other excited states near the same frequency; this is a conjecture. Yet the integral of \(S\) is again 1.000103. The first line has lost 42% of its apparent strength while the f-sum has not moved. Linearity must be judged by changing \(k\) and comparing \(d/k\). In a symmetric system individual line heights also serve; without inversion symmetry they can nearly miss the order-\(k\) error.

An asymmetric potential shows the other case. Take

\[
V=-\frac{0.7}{\sqrt{(x+1)^2+2}}-\frac{0.3}{\sqrt{(x-2)^2+2}}
\]

and propagate for 40 atomic units of time. At \(k=0.02\), the largest even part of the signal, after subtraction of the unkicked drift, is 2.0% of the largest odd part. Doubling \(k\) multiplies the even part by 3.98, as a \(k^2\) term should. For the odd combination divided by \(k\), the change from \(k=0.04\) to 0.08 is 4.00 times that from 0.02 to 0.04, which identifies its remaining relative error as quadratic.

## When the continuum is in a box

Hard walls replace the continuum by discrete levels. An electron excited at frequency \(\omega\) leaves with speed \(v=\sqrt{2(\omega-I)}\), where \(I=-E_0\) and the potential far from the centre is neglected. From a box of half-width \(R\), it returns after about \(2R/v\). At \(\omega=0.90\) hartree,

\[
\frac{2\times100}{\sqrt{2(0.90-0.50)}}=223.6
\]

atomic units of time; slower electrons return later.

To see the consequence, enlarge \(R\) from 100 to 160 bohr and compare Hann spectra between 0.55 and 0.90 hartree. At \(T=150\), before the return, the largest difference is \(1.6\times10^{-6}\) of the largest value in the band. At \(T=800\) it is 93%. In the 100-bohr box, the short record gives a broadened continuum that enlarging the box leaves practically unchanged, while the long one resolves levels created by the walls. Sharper bound lines call for a longer \(T\), but a continuum at that resolution also needs a larger box, or an absorbing boundary whose effect on the norm and the f-sum must then be examined.
